\section*{Counting the bound modes of a line-defect heterostructure}

\section{Problem}

A photonic crystal slab contains a straight line defect of period $a$ that guides light in one mode. The frequency $f$ of this mode has a single, nondegenerate minimum at the edge of the Brillouin zone. With the wave number $q$ measured from $\pi/a$,
\begin{equation}
f(q)=f_{\rm e}+\tfrac12 C q^2,\qquad C>0 .
\label{eq:band}
\end{equation}
In a section of length $L$ the holes are slightly altered, at unchanged period, so that the band edge lies lower by $D$. The walls of the section are abrupt, the guide continues far on both sides, and loss out of the slab is left out. Here ``bound'' means confined along the guide.

\begin{enumerate}
\item[(a)] Write the equation for the slowly varying envelope of the field and its conditions at the walls.
\item[(b)] Count the bound modes for a given $L$.
\item[(c)] Find the length $L_2$ beyond which a second mode exists.
\item[(d)] Evaluate $L_2$ for $a=410$ nm, an outer edge at 1550 nm, an inner edge at 1558 nm, and
\[
\frac{fa}{c}=\text{const}+\beta\left(\frac{qa}{2\pi}\right)^2,\qquad \beta=0.70 .
\]
How well is the second mode bound when it first appears?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item A factor $q$ in the dispersion becomes $-i\,d/dx$ when it acts on the envelope.
\item A bound mode propagates inside the section and decays outside. Add the squares of the inner wave number and the outer decay constant.
\item Write the even and odd matching conditions with one angle whose tangent is the ratio of these two quantities. They merge into one equation.
\item A mode appears or vanishes where its decay constant is zero.
\end{enumerate}

\section{Solution}

\subsection*{(a) Envelope equation}

Near the minimum the field is the band-edge Bloch state times an envelope $F(x)$. The points $\pi/a$ and $-\pi/a$ differ by a reciprocal lattice vector and are the same state, so one envelope suffices. Two separate minima inside the zone would need two envelopes, and the count below would not apply.

A component $e^{iqx}$ of $F$ has frequency $f_{\rm e}+\frac12Cq^2$, and $q^2e^{iqx}=-d^2e^{iqx}/dx^2$. With the lowered edge included,
\begin{equation}
-\frac12\frac{d}{dx}\left(C\frac{dF}{dx}\right)-D(x)F=(f-f_{\rm e})F ,
\label{eq:env}
\end{equation}
where $D(x)=D$ inside and zero outside. Placing $C$ between the derivatives keeps the operator Hermitian if $C$ differs between the regions. We take $F$ continuous, which assumes nearly equal Bloch states on both sides. Integrating \eqref{eq:env} over a vanishing interval across a wall leaves no jump in $CF'$, because the other terms are finite. Thus $F$ and $CF'$ are continuous. This is the equation of a finite square well, with the shift of the band edge in the place of the potential.

\subsection*{(b) Number of modes}

Let $b=f_{\rm e}-f$ be the binding. Decay outside requires $b>0$. Multiplying \eqref{eq:env} by $F^*$ and integrating by parts gives
\[
b\int|F|^2dx=D\int_{\rm in}|F|^2dx-\frac12\int C|F'|^2dx<D\int|F|^2dx ,
\]
so $0<b<D$. Take $C$ equal in both regions. Inside, $F$ varies with wave number $k$ and $-b=-D+\frac12Ck^2$. Outside, $F\propto e^{-\kappa|x|}$ and $-b=-\frac12C\kappa^2$. Hence
\begin{equation}
k^2=\frac{2(D-b)}{C},\qquad \kappa^2=\frac{2b}{C},\qquad
k^2+\kappa^2=\frac{2D}{C}\equiv k_0^2 .
\label{eq:k0}
\end{equation}

Put the centre of the section at $x=0$. Equating $F'/F$ at $x=L/2$ gives
\begin{align}
\text{even } (F=\cos kx):&\quad k\tan(kL/2)=\kappa,\\
\text{odd } (F=\sin kx):&\quad -k\cot(kL/2)=\kappa .
\end{align}
Define $\theta=\arctan(\kappa/k)$, with $0<\theta<\pi/2$. The even condition is $\tan(kL/2)=\tan\theta$, so $kL=2\theta+2n\pi$. Since $-\cot y=\tan(y-\pi/2)$, the odd condition gives $kL=2\theta+\pi+2n\pi$. Negative $n$ would make $kL$ negative, so $n=0,1,2,\dots$ in both cases. Together,
\begin{equation}
kL=2\theta+m\pi,\qquad m=0,1,2,\dots
\label{eq:theta}
\end{equation}
From \eqref{eq:k0}, $\cos\theta=k/k_0$, so $\theta=\pi/2-\arcsin(k/k_0)$ and
\begin{equation}
kL+2\arcsin(k/k_0)=(m+1)\pi .
\label{eq:match}
\end{equation}
The left side rises steadily from $0$ at $k=0$ to $k_0L+\pi$ at $k=k_0$. Mode $m$ therefore exists, once, if and only if $k_0L>m\pi$. The number of integers $m\ge0$ below $k_0L/\pi$ is
\begin{equation}
N=\left\lceil \frac{k_0L}{\pi}\right\rceil .
\label{eq:count}
\end{equation}

For $m=0$ the condition holds at any $L>0$. In the limit $k_0L\ll1$ the even condition becomes $\kappa\approx k_0^2L/2$, so $b/D=\kappa^2/k_0^2\approx(k_0L/2)^2$: a short section binds one mode, weakly.

\subsection*{(c) Onset of the second mode}

Setting $m=1$ gives
\begin{equation}
L_2=\frac{\pi}{k_0}=\pi\sqrt{\frac{C}{2D}} .
\label{eq:L2}
\end{equation}
Half a wavelength of the inner envelope, taken at the outer edge frequency, then fits into the section. At $L=L_2$ the envelope is a half-wave of a sine inside and constant outside. It cannot be normalized, so the second mode needs $L>L_2$. The third needs $L>2L_2$.

To see how fast it becomes bound, use $\sin^2\theta=\kappa^2/k_0^2=b/D$ and $k=k_0\cos\theta$ in \eqref{eq:theta} with $m=1$. Then $k_0L\cos\theta=\pi+2\theta$, and division by $k_0L_2=\pi$ gives
\begin{equation}
\frac{L}{L_2}=\frac{1+2\theta/\pi}{\cos\theta},\qquad \sin\theta=\sqrt{b/D}.
\label{eq:margin}
\end{equation}
For small $\theta$ the right side is $1+2\theta/\pi$ to first order, and $b/D\approx\theta^2$. Therefore
\begin{equation}
\frac bD\approx\frac{\pi^2}{4}\left(\frac{L}{L_2}-1\right)^2 .
\label{eq:weak}
\end{equation}
The binding grows as the square of the excess length.

\subsection*{(d) Numbers}

The edge frequencies are 193.414 and 192.421 THz, so $D=0.993$ THz. Multiplying the reduced dispersion by $c/a$ gives the quadratic term $\beta ca\,q^2/(4\pi^2)$. Comparison with $\frac12Cq^2$ yields
\[
C=\frac{\beta ca}{2\pi^2}=4.359\ \mathrm{THz\,\mu m^2},\qquad
k_0=\sqrt{\frac{2(0.993)}{4.359}}=0.675\ \mathrm{\mu m^{-1}} .
\]
The envelope is slow on the scale of a period, since $k_0a=0.28$. The threshold is
\[
L_2=\frac{\pi}{0.675\ \mathrm{\mu m^{-1}}}=4.65\ \mathrm{\mu m}=11.35\,a .
\]
A section holds a whole number of periods, so 11 periods bind one mode and 12 bind two. A section of 24 periods exceeds $2L_2=22.7\,a$ and has three.

At 12 periods the second mode lies at 1550.06 nm, barely below the outer edge in frequency. In the envelope equation its binding is 7.0 GHz, a value that is sensitive to small corrections so close to threshold; the leading-order law \eqref{eq:weak} gives 8.0 GHz. The amplitude decays over
\[
\frac1\kappa=\sqrt{\frac{C}{2b}}=\sqrt{\frac{4.359}{2(0.00699)}}\ \mathrm{\mu m}=17.7\ \mathrm{\mu m}\approx43\,a .
\]
Over 30 periods of outer guide it falls by a factor of just $e^{-30/43}\approx0.5$, so a guide of that length does not isolate the mode from its ends.

Suppose the second mode is to be bound by 0.5 nm. This is close to $1/16$ of the 8 nm edge shift, so $\sin\theta\approx1/4$ and $\theta\approx0.253$. Equation \eqref{eq:margin} gives $L/L_2\approx1.161/0.968=1.20$, or 13.6 periods. With 14 periods the binding is 80 GHz and the decay length 13 periods.

\subsection*{The real guide}

The period and wavelengths of the example are typical of a silicon slab with one row of holes missing, but its curvature is illustrative and too large for the usual guide of this kind. A two-dimensional plane-wave calculation with an effective index of 2.8 gives $\beta\approx0.19$ for holes of radius $0.30a$ and about $0.30$ for $0.27a$. The first value moves by less than 0.01 with the plane-wave cutoff and the width of the computed cell, the second by about 0.02. With the same edge shift, $L_2$ would then be only about 6 to 7.5 periods, and $k_0a\approx0.4$ to $0.5$, so the envelope is less slow than in the example. A fixed effective index also leaves out the dispersion of the slab itself: for a 220 nm silicon slab in air (effective index 2.81, group index 3.6) a first-order estimate lowers $\beta$ by about 20\% and $L_2$ by about 10\%. A design needs the computed bands of its own geometry.

For the example as given, an uncertainty of 0.5 nm in the edge shift puts $L_2$ between 11.0 and 11.7 periods. A band also departs from a parabola. The hyperbola of the second variation lowers $L_2$ by 1.4\%, but the sign depends on the guide: in the two-dimensional calculation the departure changes $L_2$ by less than 1\% for holes of radius $0.30a$ and lowers it by roughly 1 to 2\% for $0.27a$, a figure that itself shifts by about 1\% with the width of the computed cell. The hyperbola alone leaves 12 as the first two-mode number, while the lower end of the edge-shift range puts 11 periods practically at threshold. Together the two effects can lower $L_2$ to about $11.19\times11.01/11.35\approx10.85$ periods, and then 11 periods already hold two modes. Graded walls, used in some cavities, lie outside the abrupt-wall formula, and their effect is not sized here.

The slab also radiates through envelope components inside the light cone of air, where $\bigl||q|-\pi/a\bigr|<2\pi f/c$, since the band-edge state contains both $\pi/a$ and $-\pi/a$. For 20 periods the envelope equation puts their share of the integrated squared spectrum of $F$ at the order of $10^{-6}$ for both modes. These components have $|q|>0.47\,\pi/a$, where the envelope equation is no longer accurate, so the share is only a rough indication that little of the envelope can radiate. It is not a quality factor, which also depends on the Bloch state and on fabrication disorder.

\section{Variation 1: a different curvature outside}

\emph{Let the curvature be $C_{\rm i}$ inside and $C_{\rm o}$ outside. Does $L_2$ change?}

Now $k^2=2(D-b)/C_{\rm i}$ and $\kappa^2=2b/C_{\rm o}$. Continuity of $CF'$ replaces $\kappa/k$ by $C_{\rm o}\kappa/(C_{\rm i}k)$, so \eqref{eq:theta} holds with
\[
\theta=\arctan\frac{C_{\rm o}\kappa}{C_{\rm i}k}.
\]
As $b$ falls from $D$ to $0$, $k$ rises from $0$ to $k_{\rm i}=\sqrt{2D/C_{\rm i}}$ and $\theta$ falls from $\pi/2$ to $0$. Hence $kL-2\theta$ rises from $-\pi$ to $k_{\rm i}L$, and mode $m$ exists if and only if $k_{\rm i}L>m\pi$. The threshold is \eqref{eq:L2} with $C=C_{\rm i}$. The outer curvature drops out because the outer envelope is flat at threshold.

It does affect the binding. Near threshold $\theta\approx\sqrt{C_{\rm o}/C_{\rm i}}\,\sqrt{b/D}$, so the right side of \eqref{eq:weak} gains the factor $C_{\rm i}/C_{\rm o}$.

As a test, equation \eqref{eq:env} was diagonalized on a grid for $C_{\rm o}/C_{\rm i}=0.5$, $1$ and $2$. At $L/L_2=0.5,\,0.9,\,1.1,\,1.9,\,2.1,\,3.5$ it gave $1,1,2,2,3,4$ modes for each ratio, as the count requires.

\section{Variation 2: a band that is not parabolic}

\emph{Let the inner band be a hyperbola,
\[
f=f_{\rm e}-D-W+\sqrt{W^2+v^2q^2},
\]
where $W$ is half the gap to its partner band. Find $L_2$.}

A threshold condition is needed that does not rest on the parabola. Consider first a one-dimensional crystal of mirror-symmetric cells. The matrix that carries $(E,E')$ across an inner cell has unit determinant and equal diagonal elements, so in a band it can be written
\[
M=\begin{pmatrix}\cos\phi&Z\sin\phi\\-Z^{-1}\sin\phi&\cos\phi\end{pmatrix},
\qquad \phi=\pi+qa ,
\]
and $M^n$ has $n\phi$ in place of $\phi$. For an outer cell at its band edge the diagonal elements are $-1$, so the product of the off-diagonal ones is zero. With one of them nonzero, the edge field that repeats from cell to cell with a change of sign has $E=0$ or $E'=0$ at every cell boundary. To join such fields on both sides, $n$ inner cells must satisfy $\sin n\phi=0$, that is, $nq_{\rm in}a=m\pi$, where $q_{\rm in}$ is the inner wave number at the outer edge frequency. For the line defect we adopt the same condition, $L_2=\pi/q_{\rm in}$, which neglects evanescent fields at the walls.

Setting $f=f_{\rm e}$ gives $v^2q_{\rm in}^2=(W+D)^2-W^2=2WD+D^2$. Expanding the hyperbola at small $q$ gives $C=v^2/W$. Therefore
\begin{equation}
q_{\rm in}^2=\frac{2D}{C}\left(1+\frac{D}{2W}\right),\qquad
L_2=\pi\sqrt{\frac{C}{2D}}\left(1+\frac{D}{2W}\right)^{-1/2}.
\end{equation}

Far from the edge the slope tends to $v=c/(2\pi n_g)$. Assuming a group index $n_g=5.5$ there, as an illustration, gives $W=v^2/C=17.3$ THz. The correction factor is $(1+0.993/34.5)^{-1/2}=0.986$, and $L_2$ falls from 11.35 to 11.19 periods.

The condition was tested on a layered crystal with equal layer thicknesses and indices 1.5 and 2.0, the lower index being raised to 1.515 in the section. At the lower edge of the second band, $\pi/(q_{\rm in}a)=27.115$ cells. Matching the decaying Maxwell fields for every section from 1 to 100 cells gave the predicted count each time, with the second mode first present at 28 cells. The parabola gives 27.70 cells and the hyperbola 27.11, so in this crystal the hyperbolic correction removes nearly all of the parabola's 2\% error.

\section*{Table of computed values}
\begin{verbatim}
LAYERED TEST CRYSTAL (lengths in cells)
second-mode length, exact: 27.115
second-mode length, parabolic: 27.696
second-mode length, hyperbolic: 27.110
first cell number with two modes, counted: 28
EXAMPLE INPUTS (rough)
period: 410 nm
outer, inner edge: 1550, 1558 nm
reduced curvature coefficient: 0.70
far group index: 5.5
edge-shift uncertainty and binding margin: 0.5 nm
EXAMPLE RESULTS
outer edge frequency: 193.414 THz
inner edge frequency: 192.421 THz
well depth: 0.9931 THz
curvature: 4.3589 THz um^2
k0: 0.6750 1/um
second-mode length L2: 4.654 um = 11.35 periods
first whole number of periods with two modes: 12
8 periods: 1 mode(s) at 1553.978 nm
12 periods: 2 mode(s) at 1555.335, 1550.056 nm
14 periods: 2 mode(s) at 1555.784, 1550.639 nm
20 periods: 2 mode(s) at 1556.626, 1552.870 nm
24 periods: 3 mode(s) at 1556.949, 1553.971, 1550.166 nm
NEGLECTED EFFECTS
half-gap of hyperbolic band: 17.27 THz
L2 with hyperbolic band: 11.19 periods
L2 for deeper well: 11.01 periods
L2 for shallower well: 11.72 periods
12 periods, second mode: binding 6.99 GHz, decay 43.1 periods
14 periods, second mode: binding 79.70 GHz, decay 12.8 periods
20 periods, second mode: binding 357.48 GHz, decay 6.0 periods
length for second mode bound by margin: 13.62 periods
20 periods, mode 1: light-cone share 5.6e-07
20 periods, mode 2: light-cone share 2.4e-06
\end{verbatim}
